# Why a grain boundary with transmission 0.7 adds 3/7 Sharvin resistance

**Question**

I am estimating how much grain boundaries contribute to the resistance of a narrow copper interconnect. I was told that a boundary which transmits every conduction channel with probability 0.7 adds 3/7 of the Sharvin resistance "once contact resistance is removed", and that the multichannel four-probe Landauer formula shows it.

I am stuck in three places. The Landauer conductance gives me \(R_S/0.7=(10/7)R_S\), not \((3/7)R_S\). Subtracting \(R_S\) by hand gives the right number, but I don't see why that is legitimate. And the four-probe formula contains the channel velocities, which differ widely between channels, so how can the answer be free of them? Finally, is an average transmission of 0.7 enough?

**Answer**

The 10/7 and the 3/7 refer to different voltages. The first uses the voltage between the reservoirs, the second the voltage between the two leads next to the boundary. The lead potentials have to be calculated, and that is where the velocities enter. An average of 0.7 is not enough, as shown below.

**Setting and current**

Take two identical ideal leads with \(N\) spin-degenerate channels of speed \(v_i\), joined by an elastic boundary. The left and right reservoirs have electrochemical potentials \(\mu_1>\mu_2\), close enough that speeds and scattering probabilities are constant between them. I count \(I\) as the particle current to the right times \(e>0\), and voltages as \(\Delta\mu/e\), so that resistances are positive.

For carriers incident from the left, let \(R_{ij}\) and \(T_{ij}\) be the probabilities of going from channel \(j\) into outgoing channel \(i\) on the left and on the right. Define the outgoing sums

\[
R_i=\sum_j R_{ij},\qquad T_i=\sum_j T_{ij}.
\]

A channel filled over an energy range \(dE\) holds \(2\,dE/(hv_j)\) right-movers per unit length, including spin. Multiplied by \(v_j\), this gives a particle current \(2\,dE/h\), with no speed left in it. Between \(\mu_2\) and \(\mu_1\) only the left reservoir injects carriers. Below \(\mu_2\) the two reservoirs' currents cancel. Hence

\[
I=\frac{2e}{h}(\mu_1-\mu_2)\sum_i T_i .
\]

With \(\sum_iT_i=0.7N\) and \(R_S=h/(2e^2N)\), the reservoir voltage \((\mu_1-\mu_2)/e\) divided by \(I\) is \(R_S/0.7\). This is your 10/7.

**Potentials of the leads**

An ideal voltage probe is taken here to read the potential \(\mu_A\) at which an equilibrium lead would hold the same mean carrier density. An electrostatic shift of the band bottom changes the actual and the equilibrium density alike to first order, so it drops out of the comparison.

First set both reservoirs to \(\mu_2\). Unitarity says that the probabilities of arriving in any one outgoing channel, summed over all incident channels on both sides, equal one. Every channel is then filled equally in both directions, which is equilibrium at \(\mu_2\).

Now raise the left reservoir to \(\mu_1\). In the left lead, channel \(i\) gains an incident wave of weight 1 and reflected waves of total weight \(R_i\). A unit flux in channel \(i\) means a density \(1/v_i\), so the added density is

\[
\delta n_A=\frac{2}{h}(\mu_1-\mu_2)\sum_i\frac{1+R_i}{v_i}.
\]

Interference between incident and reflected waves in one channel oscillates as \(e^{2ik_ix}\) and is removed by averaging along the lead. Cross terms between different channels vanish on integration over the cross-section, because the transverse modes are orthogonal. A probe sensitive to the fringes could read something else.

An equilibrium lead raised from \(\mu_2\) to \(\mu_A\) fills both directions of every channel and gains \((2/h)(\mu_A-\mu_2)\sum_i2/v_i\). Equating the two densities gives

\[
\mu_A-\mu_2=(\mu_1-\mu_2)\frac{\sum_i(1+R_i)/v_i}{2\sum_i1/v_i}.
\]

In the right lead the added carriers are the transmitted ones, of weight \(T_i\), so

\[
\mu_B-\mu_2=(\mu_1-\mu_2)\frac{\sum_iT_i/v_i}{2\sum_i1/v_i}.
\]

Subtract the second from the first and divide by \(eI\):

\[
R_4=\frac{\mu_A-\mu_B}{eI}
=\frac{h}{2e^2}\,
\frac{\sum_i(1+R_i-T_i)/v_i}{2\left(\sum_i1/v_i\right)\left(\sum_iT_i\right)} .
\]

This is the multichannel four-probe formula.

**The uniform boundary**

Put \(T_i=T\) and \(R_i=1-T\) for every \(i\). Then \(1+R_i-T_i=2(1-T)\) is a common factor in the numerator, and what remains of the velocity sum cancels:

\[
R_4=\frac{h}{2e^2}\frac{2(1-T)\sum_i1/v_i}{2\left(\sum_i1/v_i\right)NT}
=R_S\frac{1-T}{T}.
\]

For \(T=0.7\) this is \((0.3/0.7)R_S=(3/7)R_S\). The speeds may differ as much as they like, and the boundary may mix channels.

The potentials show where the contact resistance sits. Set \(\mu_1=1\) and \(\mu_2=0\). Then \(\mu_A=(1+0.3)/2=0.65\) and \(\mu_B=0.7/2=0.35\). The drop is 0.35 at each contact and 0.30 at the boundary. Dividing by the current factor 0.7 gives \(R_S/2\) at each contact and \(3R_S/7\) at the boundary. Your subtraction is therefore legitimate here:

\[
\frac{R_S}{T}=R_S+R_S\frac{1-T}{T}.
\]

As \(T\to1\) the boundary term vanishes and the contact term stays. As \(T\to0\) the boundary term diverges.

**What "every channel" must mean**

The formula contains outgoing sums, whereas "channel \(i\) transmits 0.7" describes an incident channel. With time-reversal symmetry, the probability from \(j\) to \(i\) equals that from \(i\) to \(j\). The sum \(R_i\) is then the reflection probability of channel \(i\) incident from the left, and \(T_i\) is the transmission probability of channel \(i\) incident from the right. So a transmission of 0.7 in every channel gives 3/7 when it holds for incidence from both sides; from one side alone it is not enough. The condition is sufficient, not necessary: the speeds cancel whenever \(1+R_i-T_i\) is the same in every channel, and summing over \(i\) then fixes its value at \(2(1-\bar T)\), with \(\bar T\) the plain mean transmission.

A sufficient condition without time reversal is that all eigenvalues of \(t^\dagger t\) equal 0.7, where \(t\) is the square matrix of transmission amplitudes. Then \(t^\dagger t=tt^\dagger=0.7\cdot\mathbb 1\), so every \(T_i=0.7\). Unitarity gives \(r^\dagger r=0.3\cdot\mathbb 1\), hence \(rr^\dagger=0.3\cdot\mathbb 1\) and every \(R_i=0.3\).

I checked this on an eight-channel strip of width \(W\) with \(k_i=(\pi/W)\sqrt{8.5^2-i^2}\), computing the lead densities from the scattering waves themselves:

- All eigenvalues 0.7, random channel mixing: \(R_4/R_S=0.428571\), which is 3/7.
- Eigenvalues spread from 0.45 to 0.95, but each channel transmitting 0.7 from either side: again 0.428571.
- The same eigenvalues, each channel transmitting 0.7 from the left only: 0.3880.

In the last case \(T_i\) on the right rises from 0.45 in the fastest channel to 0.95 in the slowest. The weight \(1/v_i\) favours the slow channels. With \(R_i=0.3\), the formula reads \(R_4/R_S=(1.3-\langle T\rangle)/1.4\), where \(\langle T\rangle\) is the \(1/v\)-weighted mean. The value 0.3880 corresponds to \(\langle T\rangle\approx0.757\), although the plain mean is 0.7.

**Numbers for a copper-like line**

Use free electrons with rough copper-like values: density \(n=85\ \mathrm{nm^{-3}}\) and mean free path \(\ell=40\) nm at 300 K. The line is 20 nm wide, 40 nm high and 1000 nm long, with a boundary every 40 nm. The Fermi wavenumber is

\[
k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}} .
\]

The channels are the transverse wavevectors inside a disc of area \(\pi k_F^2\), each occupying \((2\pi)^2/A\), where \(A=800\ \mathrm{nm^2}\):

\[
N\simeq\frac{k_F^2A}{4\pi}=11\,779,\qquad
R_S=\frac{12\,906\ \Omega}{11\,779}=1.096\ \Omega .
\]

One boundary adds \((3/7)\times1.096=0.470\ \Omega\). Its resistance times area is \((3/7)\times8.77\times10^{-12}=3.76\times10^{-12}\ \Omega\,\mathrm{cm^2}\).

For boundaries in series, assume that phase memory is lost between them. Let \(f_s^\pm\) be the right- and left-moving occupations in segment \(s\), equal in all channels, with the same \(j=f_s^+-f_s^-\) in every segment. Right-movers beyond a boundary obey

\[
f_{s+1}^+=Tf_s^++(1-T)f_{s+1}^- .
\]

Substituting \(f_{s+1}^+=f_{s+1}^-+j\) gives \(f_s^+-f_{s+1}^-=j/T\). The mean occupations are \(f_s^+-j/2\) and \(f_{s+1}^-+j/2\), so their difference is \(j/T-j=j(1-T)/T\). Each boundary adds the same amount, and the contact term is counted once. The 25 boundaries give \(25\times(3/7)\times1.096=11.7\ \Omega\).

For comparison, the free-electron bulk resistivity is \(\rho_0=mv_F/(ne^2\ell)\). With \(mv_F=\hbar k_F\) and \(n=k_F^3/3\pi^2\),

\[
\rho_0\ell=\frac{3\pi^2\hbar}{e^2k_F^2}
=\frac{h}{2e^2}\frac{3\pi}{k_F^2}
=\frac34R_SA .
\]

This gives \(\rho_0=1.64\ \mu\Omega\,\mathrm{cm}\) and a bulk line resistance of 20.5 Ω at 300 K. The boundaries are equivalent to another \(0.94\ \mu\Omega\,\mathrm{cm}\). At 378 K, taking \(\ell\propto1/T_{\rm abs}\) with \(T_{\rm abs}\) the absolute temperature, the bulk part rises to 25.9 Ω. Real copper rises somewhat faster than \(T_{\rm abs}\) in this range; a Bloch–Grüneisen scaling would give about 26.5 Ω. The boundary part is held at 11.7 Ω.

**When the average is 0.7 but the channels differ**

Model the boundary as a thin wall with potential \((\hbar^2\kappa/m)\delta(x)\). For longitudinal wavenumber \(k\), continuity gives \(1+r=t\), and the jump in slope gives \(ikt-ik(1-r)=2\kappa t\). Inserting \(r=t-1\) gives \(2ik(t-1)=2\kappa t\), so \(t=ik/(ik-\kappa)\). With \(u=k/k_F\) and \(z=\kappa/k_F\),

\[
T(u)=\frac{u^2}{u^2+z^2}.
\]

The fraction of channels in \(du\) is \(2u\,du\), and the speed is proportional to \(u\). The wall does not mix channels, so \(1+R-T=2(1-T)\) in each, and the four-probe formula becomes

\[
\frac{R_4}{R_S}=\frac{\int_0^1(1-T)\,du}{\bar T}
=\frac{z\arctan(1/z)}{\bar T},
\]
\[
\bar T=\int_0^12u\,T\,du=1-z^2\ln(1+1/z^2).
\]

Requiring \(\bar T=0.7\) gives \(z=0.381\) and \(R_4/R_S=0.657\), which is 53% above 3/7. Slow channels at grazing angles are reflected most and weigh most in the density. The two-probe resistance is still \(R_S/0.7\), so here subtracting \(R_S\) from it does not give \(R_4\).

**Scattering inside the grains**

The derivation assumes that carriers reach the boundary equally occupied at all angles. In a resistive grain they do not. To size this, take one isolated boundary at \(x=0\) with isotropic elastic scattering on both sides. Let \(u\) now run from \(-1\) to 1 as the direction cosine along the line, and let \(f(x,u)\) be the deviation from equilibrium:

\[
u\,\partial_xf=\frac{\langle f\rangle-f}{\ell},\qquad
f\to a+\frac{x}{\ell}-u\quad(x\gg\ell),
\]

where \(\langle f\rangle\) is the angular average. By antisymmetry the left side has \(f(-x,u)=-f(x,-u)\). If the boundary keeps each carrier's angle to the line axis, then \(f(0^+,u)=(1-2T)f(0^+,-u)\) for \(u>0\). The extrapolated potentials differ by \(2a\), equivalent to a bulk length \(2a\ell\). The added resistance is therefore \(2a\rho_0\ell/A=1.5a\,R_S\).

Solving numerically for \(T=0.7\) gives \(0.467R_S\), 9% above 3/7. If the boundary instead spreads the outgoing flux evenly over all channels, the result is \(0.494R_S\), 15% above. Since the boundaries in the example are only one mean free path apart, these isolated-boundary values indicate a size and are not corrections to be applied directly.

**How this compares with a real line**

The bulk resistivity is close to that of real copper, roughly 1.7 μΩ cm at room temperature, and a reflection of a few tenths is a plausible effective value. Real boundaries, however, differ from one another, and copper's Fermi surface is not a sphere; I have not sized the latter. Equal transmission at all angles is a further assumption. The 53% found for the thin wall holds between ideal leads, where all angles are equally occupied. It does not carry over to this line, and even its sign changes. In a resistive grain the current is carried mostly by near-normal channels, which the wall transmits best. With isotropic scattering inside the grains the same wall adds about \(0.31R_S\), some 28% below 3/7. For many closely spaced walls with no scattering between them, each channel has \((1-T)/T=z^2/u^2\) per wall, the channels add in parallel, and each wall adds \(2z^2R_S=0.29R_S\).

For the whole line, side walls can matter more than the boundaries if they scatter diffusely. A 20 nm film with fully diffuse surfaces has 1.92 times the bulk resistivity at 300 K in this model, and that estimate leaves out the other pair of walls.

The remaining effects I sized are small:

- Hard walls remove about \(k_FP/4\pi=130\) channels, with perimeter \(P=120\) nm. A direct count gives 11 650, which raises \(R_S\) by 1.1%. This holds \(k_F\) at its bulk value. Holding the density at \(85\ \mathrm{nm^{-3}}\) instead raises \(k_F\) to \(13.66\ \mathrm{nm^{-1}}\), and the rise in \(R_S\) shrinks to about 0.3%.
- At 378 K, thermal broadening at fixed carrier density changes the channel number by about \(-2\times10^{-5}\) of its value.
- At 2 MA/cm², one boundary drops \(2\times10^6\times3.76\times10^{-12}\ \mathrm V=7.5\ \mu\mathrm V\), about \(2\times10^{-4}\) of \(kT_{\rm abs}/e\), which supports linear response.

Loss of phase memory is less secure. The thermal length \(\hbar v_F/kT_{\rm abs}\) is 32 nm at 378 K, comparable with the 40 nm spacing. Energy averaging alone does not remove all coherent multiple scattering, so simple addition of the 25 boundaries remains an assumption. The 3/7 for a single uniform boundary does not depend on it. The full set of values is in the numerical output.

## Computed values

```
Transmission per channel: 0.7; reflection: 0.3
Target 3/7: 0.428571
R4/RS, equal eigenvalues, from waves: 0.428571
R4/RS, unequal eigenvalues, uniform both sides: 0.428571
R4/RS, uniform from left only: 0.3880
Eigenvalue range in last two cases: 0.45-0.95
Two-probe resistance over RS: 1.428571
Carrier density (rough input): 85 nm^-3
Mean free path at 300 K (rough input): 40 nm
Line width, height, length: 20, 40, 1000 nm
Boundary spacing: 40 nm; number: 25
Fermi wavenumber: 13.602 nm^-1
Fermi energy: 7.049 eV
h/(2e^2): 12906.40 ohm
Channels from area formula: 11779
Channels with perimeter term: 11649
Channels counted in hard-wall wire: 11650
RS change from counted channels: 1.11 %
Sharvin resistance: 1.0957 ohm
Sharvin resistance times area: 8.766e-12 ohm cm^2
One boundary: 0.4696 ohm
One boundary times area: 3.757e-12 ohm cm^2
One boundary, two-probe: 1.5653 ohm
All boundaries over RS: 10.7143
All boundaries: 11.74 ohm
Boundary resistivity: 0.939 microohm cm
Bulk resistivity at 300 K: 1.644 microohm cm
Bulk line resistance at 300 K: 20.54 ohm
Temperature of use: 378 K
Mean free path at use temperature: 31.7 nm
Bulk line resistance at use temperature: 25.89 ohm
Delta wall strength z for mean T=0.7: 0.3812
Delta wall R4/RS: 0.6571
Delta wall R4/RS from wire modes: 0.6584
Delta wall change from 3/7: 53.3 %
Grain scattering, specular boundary, R/RS: 0.4672
Its change from 3/7: 9.0 %
Grain scattering, mixing boundary, R/RS: 0.4942
Its change from 3/7: 15.3 %
Weak specular reflection, ratio to (1-T)/T: 1.1249
Diffuse film walls, bulk resistivity factor, 300 K: 1.916
Thermal change of channel number: -1.76e-05
Current density: 2.0 MA/cm^2
Voltage across one boundary: 7.51 microvolt
kT at use temperature: 32.57 meV
Boundary voltage over kT/e: 2.31e-04
Thermal length hbar*vF/kT: 31.8 nm
```
